# Which small capillary ripples lower the surface energy of an isotropic cylinder

**Q.** I am told that a cylinder can lower its surface energy only by axisymmetric ripples with $kR<1$. A ripple makes a smooth surface rough. Why should any ripple reduce the area?

**A.** At fixed mean radius none of them would. The comparison is made at fixed volume, though, and then a rippled cylinder has a smaller mean radius than the smooth one. The question is whether this shrinkage outweighs the extra area due to the slopes.

Let the cylinder have radius $R$ and constant surface energy $\gamma$ per area, with no substrate. The surface repeats after a length $L$ along the axis. Write

$$r(\theta,z)=\rho+u(\theta,z),\qquad \langle u\rangle=0,$$

where $\langle\cdot\rangle$ is the average over $0\le\theta<2\pi$ and $0\le z<L$. The volume is $V=\tfrac12\int\!\!\int r^2\,d\theta\,dz=\pi L\langle r^2\rangle$. Since $\langle u\rangle=0$, the cross term $2\rho\langle u\rangle$ drops out. Equating $V$ to $\pi R^2L$ gives

$$\rho^2+\langle u^2\rangle=R^2,\qquad \rho\simeq R-\frac{\langle u^2\rangle}{2R}.$$

The first relation is exact. The second holds to second order in $u$.

**Q.** That is the gain. What is the cost, without assuming that the ripple is axisymmetric?

**A.** A surface point is $\mathbf X=r\,\mathbf e_r+z\,\mathbf e_z$. Because $\partial_\theta\mathbf e_r=\mathbf e_\theta$, its tangent vectors are

$$\mathbf X_\theta=r_\theta\mathbf e_r+r\,\mathbf e_\theta,\qquad \mathbf X_z=r_z\mathbf e_r+\mathbf e_z ,$$

with subscripts on $r$ denoting derivatives. Their cross product is $r\,\mathbf e_r-r_\theta\mathbf e_\theta-r r_z\mathbf e_z$, and its length is the area element:

$$A=\int\!\!\int\sqrt{r^2(1+r_z^2)+r_\theta^2}\;d\theta\,dz .$$

Now let $|u|\ll R$ and let the slopes $u_z$ and $u_\theta/R$ be small. Taking $r$ out of the root and using $\sqrt{1+s}\simeq1+s/2$,

$$r\sqrt{1+r_z^2+\frac{r_\theta^2}{r^2}}\simeq r+\frac{r\,u_z^2}{2}+\frac{u_\theta^2}{2r}.$$

The last two terms are already of second order, so $r$ may be replaced by $R$ in them. In the first term $\langle r\rangle=\rho$. Dividing the average by $R$, which is its value for the smooth cylinder with $A_0=2\pi RL$, gives

$$\frac{\Delta A}{A_0}=\frac12\left\langle u_z^2+\frac{u_\theta^2}{R^2}-\frac{u^2}{R^2}\right\rangle .$$

The two slope terms cost energy. The negative term comes entirely from the reduced mean radius.

**Q.** Put in the ripple $\exp(im\theta+ikz)$. Which part of a complex exponential is the surface?

**A.** Its real part, $u=\varepsilon\cos(m\theta+kz)$, with a phase if needed. The integer $m$ makes the surface close on itself around the axis, and periodicity requires $k=2\pi n/L$ with integer $n$. The pairs $(m,k)$ and $(-m,-k)$ describe the same real ripple. The pair $m=k=0$ is excluded, because it is a uniform change of radius and would change the volume.

For every other pair the averages of $\cos^2$ and $\sin^2$ are $\tfrac12$, so

$$\langle u^2\rangle=\frac{\varepsilon^2}{2},\qquad \langle u_z^2\rangle=\frac{k^2\varepsilon^2}{2},\qquad \langle u_\theta^2\rangle=\frac{m^2\varepsilon^2}{2}.$$

Substitution gives

$$\frac{\Delta A}{A_0}=\frac{\varepsilon^2}{4R^2}\,C,\qquad C=m^2+k^2R^2-1 .$$

Multiplying by $\gamma A_0=2\pi\gamma RL$ gives the energy

$$\Delta E=\frac{\pi\gamma L\varepsilon^2}{2R}\,(m^2+k^2R^2-1).$$

The next correction is of order $\varepsilon^4$: changing the sign of $\varepsilon$ only shifts the ripple by half a period, so odd powers are absent.

**Q.** Then read off the signs.

**A.** If $|m|\ge1$, then $m^2-1\ge0$ and $C\ge k^2R^2\ge0$. No such ripple lowers the energy at second order. If $m=0$, then $C=k^2R^2-1$, which is negative for $0<|k|R<1$ and for no other nonzero $k$. In terms of the wavelength $\lambda=2\pi/|k|$ the condition is $\lambda>2\pi R$.

Two cases have $C=0$: the ripple $m=0$, $|k|R=1$, and the ripple $|m|=1$, $k=0$. For these the second-order calculation gives no verdict.

**Q.** You have treated one ripple at a time. Could two harmless ripples lower the energy together?

**A.** Not at second order. Let $u=\sum_j\varepsilon_j\cos(m_j\theta+k_jz+\phi_j)$, with all pairs $(m_j,k_j)$ distinct, also after reversal of both signs. A cross term in $\langle u^2\rangle$ contains

$$\cos a\cos b=\tfrac12[\cos(a-b)+\cos(a+b)].$$

Neither $a-b$ nor $a+b$ is constant over the surface, so both terms average to zero. The derivatives contain $\sin a\sin b=\tfrac12[\cos(a-b)-\cos(a+b)]$, which vanishes for the same reason. Hence

$$\frac{\Delta A}{A_0}=\sum_j\frac{\varepsilon_j^2}{4R^2}\,C_j .$$

A negative sum needs at least one negative $C_j$, that is, an axisymmetric component with $0<|k|R<1$. This completes the proof at second order.

The decoupling was also tested on the exact area. For a periodic length of $2.5\times2\pi R$ the allowed values are $|k|R=0.4|n|$. The matrix of second derivatives of $A/A_0$ was computed for 62 ripple directions, with $|m|\le3$ and $|n|\le4$, and diagonalized. Each direction was scaled so that a unit coefficient means $\langle u^2\rangle=R^2$; the second derivative along it should then be $C$. It has four negative directions: $|k|R=0.4$ and $0.8$, each with a sine and a cosine. The lowest eigenvalue is $-0.84$, which equals $0.4^2-1$. Two directions are neutral, the two sideways shifts.

**Q.** Does a real wire of finite length need $L>2\pi R$ to be unstable?

**A.** That is the condition for periodic ends. Other ends allow other wavenumbers. Suppose both ends meet flat walls at right angles, so that $u_z=0$ there. Reflection in a wall then continues the surface smoothly, with period $2L$. The condition becomes $2L>2\pi R$, or $L>\pi R$, because half a wavelength now fits. With both ends pinned at $u=0$ the condition is again $L>2\pi R$. A wire with free ends lies outside this analysis: at any length it has more area than the sphere of equal volume, and it can lower its energy by shortening from the ends.

**Q.** I would like to see the formula agree with something simpler. Take $m=1$ with nonzero $k$.

**A.** To first order, $\varepsilon\cos(\theta+kz)$ shifts each circular cross-section sideways by $\varepsilon$, in a direction that turns along the axis. The centreline becomes a helix of length $\ell\simeq L(1+\varepsilon^2k^2/2)$. A thin tube of radius $a$ around it has volume $\pi a^2\ell$ and area $2\pi a\ell$. At fixed volume $a=R\sqrt{L/\ell}$, so

$$\frac{A}{A_0}=\frac{a\ell}{RL}=\sqrt{\frac{\ell}{L}}\simeq1+\frac{\varepsilon^2k^2}{4}.$$

This is the general result with $C=k^2R^2$. The tube and the ripple differ in shape at second order, but that does not alter the second-order area, because the area of a cylinder is stationary at fixed volume. The cost of $m=1$ is thus the cost of a longer centreline.

A second limit is the flat surface. Let $R\to\infty$ with $k$ and $p=m/R$ fixed. Then $C/R^2\to k^2+p^2$, and the energy per area is $\gamma\varepsilon^2(k^2+p^2)/4$, which is positive. A flat surface has no unstable ripple, since the term $-1$ comes from the curvature of the cylinder.

**Q.** An energy difference does not tell me which way material is pushed. Why doesn't the high pressure under a bulge flatten it?

**A.** The capillary pressure is $\gamma\kappa$, where $\kappa$ is the sum of the two principal curvatures, equal to the divergence of the unit normal. To first order the normal has components $n_r=1$, $n_\theta=-u_\theta/r$ and $n_z=-u_z$. Therefore

$$\kappa=\frac1r\frac{\partial(r n_r)}{\partial r}+\frac1r\frac{\partial n_\theta}{\partial\theta}+\frac{\partial n_z}{\partial z}=\frac1r-\frac{u_{\theta\theta}}{r^2}-u_{zz}.$$

On the surface $1/r\simeq1/R-u/R^2$, the change of $\rho$ being of second order. For a single ripple $u_{\theta\theta}=-m^2u$ and $u_{zz}=-k^2u$, so

$$\kappa-\frac1R=\frac{m^2+k^2R^2-1}{R^2}\,u=\frac{C}{R^2}\,u .$$

The same $C$ appears. A bulge has a smaller hoop curvature, which lowers its pressure, and a convex profile along the axis, which raises it. For $m=0$ and $kR<1$ the hoop effect wins. The pressure is then higher at the neck, and the neck feeds the bulge. In a solid, $\gamma\kappa$ is to be read as the shift of the chemical potential per atomic volume, which drives the atoms; the mechanical pressure there is set by the surface stress.

**Q.** Now the neutral cases. If $C=0$ at $kR=1$, is that ripple safe?

**A.** No. For $m=0$ the fourth order can be worked out. Set $x=\varepsilon/R$ and $q=kR$. The area ratio is $\langle r\sqrt{1+r_z^2}\rangle/R$, with $r=\rho+\varepsilon\cos kz$ and $r_z^2=x^2q^2\sin^2kz$. The root depends on $\sin^2kz$ alone, so the part multiplied by $\cos kz$ averages to zero:

$$\frac{A}{A_0}=\frac{\rho}{R}\left\langle\sqrt{1+x^2q^2\sin^2kz}\right\rangle .$$

The first factor is $\sqrt{1-x^2/2}=1-x^2/4-x^4/32+\dots$. In the second, $\langle\sin^2\rangle=\tfrac12$ and $\langle\sin^4\rangle=\tfrac38$ give $1+x^2q^2/4-3x^4q^4/64+\dots$. The product is

$$\frac{\Delta A}{A_0}=\frac{q^2-1}{4}x^2-\frac{2+4q^2+3q^4}{64}x^4+\dots$$

At $q=1$ the quadratic term vanishes and $-9x^4/64$ remains, a decrease. The claim as you were told it therefore holds for the second-order energy, not for every finite ripple.

Slightly above $q=1$, a small ripple raises the energy and a larger one lowers it. With the quartic coefficient taken at $q=1$, the change of sign is at

$$\frac{q^2-1}{4}=\frac{9x^2}{64}\quad\Rightarrow\quad \frac{\varepsilon}{R}\simeq\frac43\sqrt{k^2R^2-1}.$$

This refers to a pure cosine, and other profiles cross earlier. At $q=1$ a second harmonic $\beta R\cos2kz$ adds $\tfrac34\beta^2+\tfrac38x^2\beta$, the last term coming from $\langle u\,u_z^2\rangle/2R$. This is least at $\beta=-x^2/4$, where the quartic term becomes $-3x^4/16$ and the factor $4/3$ falls to $2/\sqrt3$.

**Q.** And $m=1$, $k=0$? A sideways shift should cost nothing, at any order.

**A.** A true shift costs nothing, but $r=\rho+\varepsilon\cos\theta$ is a shifted circle only to first order. Here $r^2+r_\theta^2=\rho^2+\varepsilon^2+2\rho\varepsilon\cos\theta$. In units of $R^2$ the constant part is $s=1+x^2/2$, because $\rho^2/R^2=1-x^2/2$. With $a=2\rho x/(Rs)$,

$$\frac{A}{A_0}=\sqrt s\,\langle\sqrt{1+a\cos\theta}\rangle=\sqrt s\left(1-\frac{a^2}{16}-\frac{15a^4}{1024}+\dots\right).$$

Using $a^2=4x^2-6x^4+\dots$, the bracket is $1-x^2/4+9x^4/64$. Since $\sqrt s=1+x^2/4-x^4/32$, the product is $1+3x^4/64$. The small positive cost measures the departure from a circle.

**Q.** How far above $kR=1$ can a large deformation still pay?

**A.** Spheres give one definite answer. Collect the material of each length $\lambda$ into a sphere of radius $a$. Equal volume means $a^3=3R^2\lambda/4$. The area falls if $4\pi a^2<2\pi R\lambda$, or $2a^2<R\lambda$. Cubing both sides,

$$8a^6=\frac{9R^4\lambda^2}{2}<R^3\lambda^3\quad\Longleftrightarrow\quad\lambda>\frac{9R}{2},$$

which is $kR<4\pi/9\approx1.396$. For $1<kR<4\pi/9$ a cylinder of periodic length $\lambda$ resists small ripples but has more area than the sphere. It is metastable. A longer cylinder also admits longer ripples and can be unstable to those.

**Q.** Give me numbers for a wire that someone might heat.

**A.** Take a free-standing silver wire with $R=20$ nm and $\gamma=7.5$ eV/nm², a rough typical value, at 600 K. The threshold wavelength is $2\pi R=125.7$ nm. Let the amplitude be $\varepsilon=1$ nm. The mean radius then shrinks by $\varepsilon^2/4R=0.0125$ nm.

For $\lambda=200$ nm, $kR=2\pi\times20/200=0.628$ and $k^2R^2=0.395$. The energy per wavelength is

$$\Delta E=\frac{\pi\times7.5\times200\times1^2}{2\times20}\,C\ \text{eV}=117.8\,C\ \text{eV}.$$

- For $m=0$, $C=-0.605$ and $\Delta E=-71.3$ eV.
- For $m=1$, $C=0.395$ and $\Delta E=46.5$ eV.
- For $m=2$, $C=3.395$ and $\Delta E=400$ eV.

At $\lambda=100$ nm with $m=0$, $kR=1.257$ and $C=0.579$. The prefactor is halved, and the cost is 34.1 eV. The exact areas give $-71.4$, 46.5, 399 and 34.0 eV, so the second-order formula is within 0.5 percent of them at this amplitude.

In the unstable ripple the crest-minus-neck pressure is $2\varepsilon\gamma C/R^2=-3.6$ MPa. The neck is at the higher pressure, as the curvature argument requires.

**Q.** So spacings of 100 nm are ruled out?

**A.** They are ruled out as small ripples that grow downhill, not as final states. The sphere limit is $4.5R=90$ nm. Spheres 100 nm apart have radius 31.1 nm and save about 3300 eV each, although the 1 nm ripple at that wavelength costs energy.

The pure ripple at $\lambda=124$ nm shows the crossing directly. There $kR=1.0134$, and the formula gives $20\times\tfrac43\sqrt{1.0134^2-1}=4.4$ nm. The exact area gives 4.3 nm. Beyond that amplitude the ripple has less energy than the smooth wire. The energy of the pure cosine peaks earlier, at about $1/\sqrt2$ of this amplitude or 3.1 nm, and from there on growth is downhill.

**Q.** Silver is a crystal. What happens if $\gamma$ depends on orientation?

**A.** The threshold moves, even for weak anisotropy. Consider axisymmetric ripples and let $\gamma$ depend on the axial tilt $\varphi=\arctan r_z$ as $\gamma(\varphi)\simeq\gamma_0+\tfrac12\gamma''\varphi^2$. The tilt adds $\tfrac12\gamma''u_z^2$ to the energy per area, so

$$\frac{\Delta E}{A_0}=\frac12\left[(\gamma_0+\gamma'')\langle u_z^2\rangle-\frac{\gamma_0\langle u^2\rangle}{R^2}\right].$$

For $\gamma_0+\gamma''>0$ the threshold is $kR=\sqrt{\gamma_0/(\gamma_0+\gamma'')}$. As an illustration take $\gamma\propto1+a\cos4\varphi$, for which $\gamma_0\propto1+a$ and $\gamma''\propto-16a$. With $a=+0.02$ the threshold is $\sqrt{1.02/0.70}=1.207$, or 104 nm. With $a=-0.02$ it is $\sqrt{0.98/1.30}=0.868$, or 145 nm. The factor 16 from the two derivatives turns a 2 percent variation into a shift of the threshold wavelength by 15 to 17 percent.

**Q.** And if the side of the wire is a true facet?

**A.** Then $\gamma$ has a cusp. A simple model keeps the cross-section round and puts the cusp in the axial tilt only, as $\gamma(1+g|\varphi|)$. Since $\langle|\sin kz|\rangle=2/\pi$, the leading energy of an axisymmetric ripple is

$$\frac{\Delta E}{\gamma A_0}\simeq\frac{2g\,kR}{\pi}\frac{\varepsilon}{R}-\frac{1-k^2R^2}{4}\frac{\varepsilon^2}{R^2}.$$

The linear cost wins at small amplitude for any $g>0$, so at any fixed wavelength the instability against infinitesimal ripples is gone. For a pure cosine with $kR<1$ the energy returns to zero at

$$\frac{\varepsilon}{R}=\frac{8g\,kR}{\pi(1-k^2R^2)} .$$

For an illustrative $g=0.05$ per radian and $\lambda=200$ nm, the direct energy calculation puts this point at 2.6 nm. The energy has its maximum at half this amplitude, 1.3 nm, and a ripple larger than that lowers its energy by growing. The 1 nm ripple that lowered the energy by 71 eV in the isotropic model would then raise it. The protection weakens for long ripples: when $\lambda\gg2\pi R$, the formula puts the zero at about $16gR^2/\lambda$ and the maximum at half of that. At $\lambda=1000$ nm the zero is at only 0.3 nm, about one atomic layer of silver, where a continuum description no longer applies.

**Q.** Are stress and thermal motion just as serious?

**A.** Two estimates for this wire come out small. They cover the stress caused by the surface itself and a single thermal ripple, not a load or strain imposed from outside. A surface stress similar in size to $\gamma$, acting across the perimeter $2\pi R$ of a cross-section, pulls along the axis with force $2\pi R\gamma$. The core balances it with an axial stress of magnitude $\sigma=2\gamma/R=0.12$ GPa. For a rough Young modulus $Y=80$ GPa, the ratio of elastic to surface energy scales is $\sigma^2R/(Y\gamma)=0.003$. This is an order estimate, not a computed shift of the threshold.

For thermal motion, take one stable ripple of the example, $m=1$ on a wire one wavelength of 200 nm long. Writing its energy as $\tfrac12K\varepsilon^2$ gives $K=\pi\gamma\lambda C/R=93$ eV/nm². With $k_BT=0.052$ eV, equipartition gives an rms amplitude $\sqrt{k_BT/K}=0.024$ nm at fixed phase, or $\sqrt2$ times this, 0.033 nm, with the phase free. Both are far below 1 nm.

**Q.** What may I then conclude about an actual silver nanowire?

**A.** Silver wires with radii of tens of nanometres can break into particles when heated well below the bulk melting point. The isotropic model supplies a driving force for this and a smallest wavelength for spontaneous ripples, 126 nm for $R=20$ nm. Its isotropy is an assumption that a crystalline wire with flat side facets violates. In the illustrations above, smooth anisotropy of 2 percent moved the limit to 104 or 145 nm, depending on its sign, and a cusp imposed a threshold: at a wavelength of 200 nm a cosine ripple grows downhill only above 1.3 nm and falls below the energy of the smooth wire only above 2.6 nm, with smaller values at longer wavelengths. These strengths are not measured silver data. A substrate and evaporation are also left out. The theorem gives no breakup time, which depends on how fast atoms move. As a rule of design, $\lambda>2\pi R$ holds for a free, isotropic wire of conserved volume and small initial roughness.

## Calculated quantities

```
Hessian: number of ripple directions = 62
Hessian: wire length / (2 pi R) = 2.5
Hessian: negative directions = 4
Hessian: neutral directions = 2
Hessian: lowest eigenvalue = -0.8400
quartic coefficient, m=0, kR=1 = -0.1406
quartic coefficient, m=1, k=0 = 0.0469
radius R = 20.0 nm
surface energy gamma = 7.50 eV/nm^2
ripple amplitude = 1.00 nm
temperature = 600 K
threshold wavelength 2 pi R = 125.7 nm
sphere limit wavelength = 90.0 nm
sphere limit kR = 1.3963
m=0, lambda=200 nm: kR = 0.6283, C = -0.6052
m=0, lambda=200 nm: dE formula = -71.30 eV per wavelength
m=0, lambda=200 nm: dE exact area = -71.37 eV per wavelength
m=1, lambda=200 nm: kR = 0.6283, C = 0.3948
m=1, lambda=200 nm: dE formula = 46.51 eV per wavelength
m=1, lambda=200 nm: dE exact area = 46.48 eV per wavelength
m=2, lambda=200 nm: kR = 0.6283, C = 3.3948
m=2, lambda=200 nm: dE formula = 399.94 eV per wavelength
m=2, lambda=200 nm: dE exact area = 399.40 eV per wavelength
m=0, lambda=100 nm: kR = 1.2566, C = 0.5791
m=0, lambda=100 nm: dE formula = 34.11 eV per wavelength
m=0, lambda=100 nm: dE exact area = 33.97 eV per wavelength
mean radius change = -0.01250 nm
crest minus neck pressure, 200 nm = -3.64 MPa
spheres every 100 nm: radius = 31.07 nm
spheres every 100 nm: dE = -3253 eV each
spheres every 200 nm: radius = 39.15 nm
spheres every 200 nm: dE = -44050 eV each
lambda=124 nm: kR = 1.01342
crossing amplitude, exact area = 4.33 nm
crossing amplitude, formula = 4.38 nm
anisotropy +0.02: threshold kR = 1.207
anisotropy +0.02: threshold wavelength = 104.1 nm
anisotropy -0.02: threshold kR = 0.868
anisotropy -0.02: threshold wavelength = 144.7 nm
facet cusp strength g = 0.05 per rad
cusp blocks 200 nm ripples below amplitude = 2.62 nm
Young modulus = 80 GPa
axial stress from surface stress = 0.120 GPa
elastic / surface energy scale = 0.00300
thermal energy kT = 0.0517 eV
thermal rms amplitude, m=1, 200 nm = 0.0236 nm
```
